**Factorised ion flux on the floor of a rectangular hole**

For independent Gaussian slopes u = vx/vz and v = vy/vz, counted per ion crossing the opening plane, the direct floor flux divided by the incident flux is Px(x)Py(y). Each factor is half a difference of error functions, set by the opening side (a or b), the depth h, the slope deviation σ and the mean slope. The program traces ions through the hole in three dimensions and asserts that their landing map, with a tilt and unequal widths, and their floor average agree with the formulas within statistical limits. It also asserts the arctangent form for Gaussian angles by integration over the opening, the size of the small-angle error, the deep-hole limit, the flux Jacobian and the error orders for a Gaussian radiance. For a 100 nm by 300 nm hole 1000 nm deep and σ = 0.05, the output gives a relative flux of 0.681 at the centre and 0.239 at a corner, with 47% of the entering ions striking a sidewall first. A mixture of two ion energies shows where independence fails: the true centre flux of a square hole is 0.439, while the product of energy-averaged factors gives 0.422.

## Verification by program

```python
"""Direct ion flux on the floor of a rectangular hole.

Result under test: for independent Gaussian slopes u=vx/vz and v=vy/vz,
floor flux / incident flux = Px(x) Py(y), where each factor is half a
difference of error functions. Slopes are counted per ion crossing the
horizontal opening plane. width_x, width_y: opening sides; depth: hole depth;
sigma: standard deviation of a slope; mean slope: tilt of the beam.
Lengths are in nm and energies in eV. Ions fly straight and stick on contact.
"""
import numpy as np
from scipy.constants import e as elementary_charge
from scipy.integrate import quad
from scipy.special import erf, ndtr

rng = np.random.default_rng(2718)
ROOT2 = np.sqrt(2.0)


def factor(position, width, depth, sigma, mean_slope=0.0):
    scale = ROOT2 * depth * sigma
    centre = position - depth * mean_slope
    return 0.5 * (erf((centre + width / 2) / scale)
                  - erf((centre - width / 2) / scale))


def floor_average(width, depth, sigma):
    blur = depth * sigma
    return (erf(width / (ROOT2 * blur)) - np.sqrt(2 / np.pi) * blur / width
            * (1 - np.exp(-width**2 / (2 * blur**2))))


def trace_ions(vx, vy, vz, width_x, width_y, depth):
    """Launch ions uniformly over the opening; return those reaching the floor."""
    start_x = width_x * (rng.random(vx.size) - 0.5)
    start_y = width_y * (rng.random(vx.size) - 0.5)
    time_floor = depth / vz
    time_wall_x = (np.sign(vx) * width_x / 2 - start_x) / vx
    time_wall_y = (np.sign(vy) * width_y / 2 - start_y) / vy
    hit = time_floor < np.minimum(time_wall_x, time_wall_y)
    return (start_x + vx * time_floor)[hit], (start_y + vy * time_floor)[hit]


def gauss_nodes(low, high, count):
    nodes, weights = np.polynomial.legendre.leggauss(count)
    return (low + high) / 2 + (high - low) / 2 * nodes, (high - low) / 2 * weights


width_x, width_y, depth = 100.0, 300.0, 1000.0
temperature, energy = 0.5, 100.0
sigma = np.sqrt(temperature / (2 * energy))
tilt = 0.03
ions = 1_000_000

# Local flux map: traced ions, unequal transverse temperatures and a tilt.
vz = np.sqrt(2 * energy)                    # ion mass set to one
temperature_y = 4.0
sigma_y = np.sqrt(temperature_y / (2 * energy))
vx = tilt * vz + np.sqrt(temperature) * rng.standard_normal(ions)
vy = np.sqrt(temperature_y) * rng.standard_normal(ions)
land_x, land_y = trace_ions(vx, vy, vz, width_x, width_y, depth)
edges_x = np.linspace(-width_x / 2, width_x / 2, 6)
edges_y = np.linspace(-width_y / 2, width_y / 2, 6)
counts = np.histogram2d(land_x, land_y, bins=[edges_x, edges_y])[0]
share_x = np.array([quad(factor, p, q, args=(width_x, depth, sigma, tilt))[0]
                    for p, q in zip(edges_x[:-1], edges_x[1:])]) / width_x
share_y = np.array([quad(factor, p, q, args=(width_y, depth, sigma_y))[0]
                    for p, q in zip(edges_y[:-1], edges_y[1:])]) / width_y
expected = np.outer(share_x, share_y)
z_scores = (counts / ions - expected) / np.sqrt(expected * (1 - expected) / ions)
worst_z = np.max(np.abs(z_scores))
assert worst_z < 4.5                         # statistical limit for 25 bins

# Floor average: traced ions without tilt.
vx = np.sqrt(temperature) * rng.standard_normal(ions)
vy = np.sqrt(temperature) * rng.standard_normal(ions)
traced_average = trace_ions(vx, vy, vz, width_x, width_y, depth)[0].size / ions
average_x = floor_average(width_x, depth, sigma)
average_y = floor_average(width_y, depth, sigma)
average = average_x * average_y
average_error = np.sqrt(average * (1 - average) / ions)
assert abs(traced_average - average) < 4.5 * average_error

# Gaussian angles: integrate the arriving density over the opening.
wide_x, wide_y = 0.3, 0.4
point_x, point_y, shallow = 20.0, -70.0, 200.0


def angle_density(angle, spread):
    return np.exp(-angle**2 / (2 * spread**2))


norm_x = quad(angle_density, -np.pi / 2, np.pi / 2, args=(wide_x,))[0]
norm_y = quad(angle_density, -np.pi / 2, np.pi / 2, args=(wide_y,))[0]
open_x, weight_x = gauss_nodes(-width_x / 2, width_x / 2, 60)
open_y, weight_y = gauss_nodes(-width_y / 2, width_y / 2, 60)
gap_x, gap_y = np.meshgrid(point_x - open_x, point_y - open_y, indexing="ij")
density = (angle_density(np.arctan(gap_x / shallow), wide_x) / norm_x
           * angle_density(np.arctan(gap_y / shallow), wide_y) / norm_y
           * shallow / (shallow**2 + gap_x**2) * shallow / (shallow**2 + gap_y**2))
opening_integral = weight_x @ density @ weight_y


def angle_factor(position, width, height, spread):
    upper = np.arctan((position + width / 2) / height)
    lower = np.arctan((position - width / 2) / height)
    return ((erf(upper / (ROOT2 * spread)) - erf(lower / (ROOT2 * spread)))
            / (2 * erf(np.pi / (2 * ROOT2 * spread))))


angle_product = (angle_factor(point_x, width_x, shallow, wide_x)
                 * angle_factor(point_y, width_y, shallow, wide_y))
assert abs(opening_integral - angle_product) < 1e-10

# Largest one-sided error made by replacing arctan(s) with s.
slopes = np.linspace(0, 8 * sigma, 20001)
arctan_error = np.max(np.abs(ndtr(slopes / sigma) - ndtr(np.arctan(slopes) / sigma)))
error_coefficient = np.sqrt(3) * np.exp(-1.5) / np.sqrt(2 * np.pi)
assert abs(arctan_error / (error_coefficient * sigma**2) - 1) < 0.02

# Deep-hole limit at the centre.
very_deep = 50000.0
deep_value = factor(0, width_x, very_deep, sigma) * factor(0, width_y, very_deep, sigma)
deep_limit = width_x * width_y / (2 * np.pi * very_deep**2 * sigma**2)
assert abs(deep_value / deep_limit - 1) < 1e-3

# Projected solid angle of a square: slope integral against polar integral.
node, weight = gauss_nodes(-1, 1, 60)
grid_u, grid_v = np.meshgrid(node, node, indexing="ij")
slope_integral = weight @ (1 + grid_u**2 + grid_v**2)**-2 @ weight
polar_integral = quad(lambda phi: 4 * np.sin(np.arctan(1 / np.cos(phi)))**2,
                      0, np.pi / 4)[0]
assert abs(slope_integral - polar_integral) < 1e-10


# Gaussian radiance: orders of the plain and the narrowed approximation.
def radiance_errors(spread):
    def weighted_integral(limit):
        u, w = gauss_nodes(-limit, limit, 120)
        uu, vv = np.meshgrid(u, u, indexing="ij")
        r2 = uu**2 + vv**2
        return w @ (np.exp(-r2 / (2 * spread**2)) / (1 + r2)**2) @ w
    fraction = weighted_integral(spread) / weighted_integral(10 * spread)
    narrowed = spread / np.sqrt(1 + 4 * spread**2)
    return (abs(fraction - erf(1 / ROOT2)**2),
            abs(fraction - erf(spread / (ROOT2 * narrowed))**2))


coarse, fine = radiance_errors(0.04), radiance_errors(0.02)
plain_ratio, narrowed_ratio = coarse[0] / fine[0], coarse[1] / fine[1]
assert 3.8 < plain_ratio < 4.2
assert 14 < narrowed_ratio < 18

# Two normal energies: the shared width destroys independence.
energies = np.array([50.0, 150.0])
sigmas = np.sqrt(temperature / (2 * energies))
centre_factors = factor(0, width_x, depth, sigmas)
mixed_true = np.mean(centre_factors**2)
mixed_product = np.mean(centre_factors)**2
vz_mixed = np.sqrt(2 * rng.choice(energies, ions))
back_x = depth * np.sqrt(temperature) * rng.standard_normal(ions) / vz_mixed
back_y = depth * np.sqrt(temperature) * rng.standard_normal(ions) / vz_mixed
mixed_traced = np.mean((np.abs(back_x) < width_x / 2) & (np.abs(back_y) < width_x / 2))
mixed_error = np.sqrt(mixed_true * (1 - mixed_true) / ions)
assert abs(mixed_traced - mixed_true) < 4.5 * mixed_error
assert mixed_traced - mixed_product > 20 * mixed_error
for place_x in np.linspace(-50, 50, 11):
    for place_y in np.linspace(-50, 50, 11):
        fx = factor(place_x, width_x, depth, sigmas)
        fy = factor(place_y, width_x, depth, sigmas)
        assert np.mean(fx * fy) >= np.mean(fx) * np.mean(fy)

# Worked example.
current_density = 1.0                       # mA/cm^2
incident = current_density * 1e-3 / elementary_charge
centre_x = factor(0, width_x, depth, sigma)
centre_y = factor(0, width_y, depth, sigma)
edge_x = factor(width_x / 2, width_x, depth, sigma)
edge_y = factor(width_y / 2, width_y, depth, sigma)
centre = centre_x * centre_y
print(f"opening a, b; depth h = {width_x:.0f}, {width_y:.0f}; {depth:.0f} nm")
print(f"transverse kT; normal energy E = {temperature:.1f}; {energy:.0f} eV")
print(f"slope deviation sigma = {sigma:.4f} (dimensionless)")
print(f"angular width, small-angle = {np.degrees(sigma):.3f} degrees")
print(f"blur length h*sigma = {depth * sigma:.2f} nm")
print(f"centre factors Px, Py = {centre_x:.5f}, {centre_y:.5f}")
print(f"edge factors Px(a/2), Py(b/2) = {edge_x:.5f}, {edge_y:.5f}")
print(f"relative flux, centre = {centre:.5f}")
print(f"relative flux, middle of long edge x=a/2 = {edge_x * centre_y:.5f}")
print(f"relative flux, middle of short edge y=b/2 = {centre_x * edge_y:.5f}")
print(f"relative flux, corner = {edge_x * edge_y:.5f}")
print(f"floor-average factors x, y = {average_x:.5f}, {average_y:.5f}")
print(f"floor-average relative flux = {average:.5f}")
print(f"same from traced ions = {traced_average:.5f} +/- {average_error:.5f}")
print(f"share first striking sidewalls = {1 - average:.5f}")
print(f"current density = {current_density:.1f} mA/cm^2")
print(f"incident flux = {incident:.4e} ions/(cm^2 s)")
print(f"floor flux at centre = {incident * centre:.4e} ions/(cm^2 s)")
print(f"mean slope mx; shift h*mx = {tilt:.2f}; {depth * tilt:.0f} nm")
for place in (-50.0, 0.0, 30.0, 50.0):
    value = factor(place, width_x, depth, sigma, tilt) * centre_y
    print(f"tilted relative flux at x={place:.0f} nm, y=0 = {value:.5f}")
for height in (250.0, 500.0, 1000.0, 2000.0, 4000.0):
    value = factor(0, width_x, height, sigma) * factor(0, width_y, height, sigma)
    limit = width_x * width_y / (2 * np.pi * height**2 * sigma**2)
    print(f"h={height:.0f} nm: centre flux = {value:.5f}, deep limit = {limit:.5f}")
angle_centre = (angle_factor(0, width_x, depth, sigma)
                * angle_factor(0, width_y, depth, sigma))
print(f"centre flux if angles are Gaussian = {angle_centre:.5f}")
print(f"largest one-sided arctan error = {arctan_error:.3e}")
print(f"its leading estimate = {error_coefficient * sigma**2:.3e}")
print(f"flux map test: largest deviation = {worst_z:.2f} standard errors")
print(f"Gaussian-angle test: opening integral = {opening_integral:.8f}")
print(f"Gaussian-angle test: factor product = {angle_product:.8f}")
print(f"radiance error ratio on halving sigma, plain = {plain_ratio:.3f}")
print(f"radiance error ratio on halving sigma, narrowed = {narrowed_ratio:.3f}")
print(f"mixture energies = {energies[0]:.0f}, {energies[1]:.0f} eV")
print(f"mixture sigmas = {sigmas[0]:.5f}, {sigmas[1]:.5f}")
print(f"square-hole Px at each energy = {centre_factors[0]:.5f}, {centre_factors[1]:.5f}")
print(f"mixture centre flux, true average = {mixed_true:.5f}")
print(f"mixture centre flux, product of averages = {mixed_product:.5f}")
print(f"mixture centre flux, traced = {mixed_traced:.5f} +/- {mixed_error:.5f}")
print("OK")
```

Running it gives:

```
opening a, b; depth h = 100, 300; 1000 nm
transverse kT; normal energy E = 0.5; 100 eV
slope deviation sigma = 0.0500 (dimensionless)
angular width, small-angle = 2.865 degrees
blur length h*sigma = 50.00 nm
centre factors Px, Py = 0.68269, 0.99730
edge factors Px(a/2), Py(b/2) = 0.47725, 0.50000
relative flux, centre = 0.68085
relative flux, middle of long edge x=a/2 = 0.47596
relative flux, middle of short edge y=b/2 = 0.34134
relative flux, corner = 0.23862
floor-average factors x, y = 0.60955, 0.86702
floor-average relative flux = 0.52849
same from traced ions = 0.52821 +/- 0.00050
share first striking sidewalls = 0.47151
current density = 1.0 mA/cm^2
incident flux = 6.2415e+15 ions/(cm^2 s)
floor flux at centre = 4.2495e+15 ions/(cm^2 s)
mean slope mx; shift h*mx = 0.03; 30 nm
tilted relative flux at x=-50 nm, y=0 = 0.26886
tilted relative flux at x=0 nm, y=0 = 0.59900
tilted relative flux at x=30 nm, y=0 = 0.68085
tilted relative flux at x=50 nm, y=0 = 0.64325
h=250 nm: centre flux = 0.99994, deep limit = 30.55775
h=500 nm: centre flux = 0.95450, deep limit = 7.63944
h=1000 nm: centre flux = 0.68085, deep limit = 1.90986
h=2000 nm: centre flux = 0.33176, deep limit = 0.47746
h=4000 nm: centre flux = 0.10793, deep limit = 0.11937
centre flux if angles are Gaussian = 0.68031
largest one-sided arctan error = 3.852e-04
its leading estimate = 3.855e-04
flux map test: largest deviation = 1.83 standard errors
Gaussian-angle test: opening integral = 0.45339998
Gaussian-angle test: factor product = 0.45339998
radiance error ratio on halving sigma, plain = 3.981
radiance error ratio on halving sigma, narrowed = 15.814
mixture energies = 50, 150 eV
mixture sigmas = 0.07071, 0.04082
square-hole Px at each energy = 0.52050, 0.77933
mixture centre flux, true average = 0.43914
mixture centre flux, product of averages = 0.42239
mixture centre flux, traced = 0.43873 +/- 0.00050
OK
```
